# Comment on classical cavity fields as a cause of ground-state change: test program

```python
# Result under test: for H = H_el + p^2/2 + (omega q - lam d)^2/2 the classical
# (Maxwell) mean-field potential lam x (lam <d> - omega <q>) is zero in the
# ground state, so the cavity changes that state only through the
# electron-photon exchange-correlation (xc) potential.
# Symbols: x electron position, d sum of electron positions, q and p mode
# coordinate and momentum, omega mode frequency, lam coupling, n density,
# j static external drive entering as j q / omega. Atomic units throughout.
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
omega, lam = 1.0, 0.3

# Sinc grid, with spectral first and second derivatives
dx = 0.1
x = np.arange(-70, 71) * dx
offset = np.arange(len(x))[:, None] - np.arange(len(x))[None, :]
safe = np.where(offset == 0, 1, offset)
sign = np.where(offset % 2 == 0, 1.0, -1.0)
D1 = np.where(offset == 0, 0.0, sign / (safe * dx))
D2 = np.where(offset == 0, -np.pi**2 / 3, -2 * sign / safe**2) / dx**2
v_ext = 0.5 * x**2 + 0.2 * x**3 + 0.1 * x**4
eps_all, vec = eigh(-0.5 * D2 + np.diag(v_ext))
NB = 25
eps = eps_all[:NB]
phi = vec[:, :NB] / np.sqrt(dx)


def matrix(f):
    """Matrix of a local function f(x) in the bare eigenstates."""
    return phi.T @ (f[:, None] * phi) * dx


X, XX = matrix(x), matrix(x**2)


def coupled(h_el, d_op, d_sq, coupling, n_ph, drive=0.0):
    """Diagonalize the full electron-photon Hamiltonian."""
    a = np.diag(np.sqrt(np.arange(1, n_ph)), 1)
    q = (a + a.T) / np.sqrt(2 * omega)
    one_ph, one_el = np.eye(n_ph), np.eye(len(h_el))
    h = np.kron(h_el + 0.5 * coupling**2 * d_sq, one_ph)
    h += np.kron(one_el, omega * np.diag(np.arange(n_ph) + 0.5)
                 + drive * q / omega)
    h -= omega * coupling * np.kron(d_op, q)
    levels, states = eigh(h, subset_by_index=[0, 2])
    c = states[:, 0].reshape(len(h_el), n_ph)
    mean_d = np.sum(c * (d_op @ c))
    mean_q = np.sum(c * (c @ q))
    var_force = (omega**2 * np.sum(c * (c @ q @ q))
                 - 2 * omega * coupling * np.sum(c * (d_op @ c @ q))
                 + coupling**2 * np.sum(c * (d_sq @ c)))
    return levels, c, mean_d, mean_q, var_force


def density(c):
    return np.sum((phi @ c)**2, axis=1)


def second_order_shift(h_el, d_op, coupling):
    e, u = eigh(h_el)
    dk = u.T @ d_op @ u[:, 0]
    gap = e - e[0]
    return 0.5 * coupling**2 * np.sum(dk**2 * gap / (gap + omega))


# ---- One electron: exact coupled ground state ----
H1 = np.diag(eps)
lev, C, d1, q1, var_force = coupled(H1, X, XX, lam, 20)
n0, n1 = phi[:, 0]**2, density(C)
shift = lev[0] - omega / 2 - eps[0]
var0 = XX[0, 0] - X[0, 0]**2
var1 = np.sum(n1 * x**2) * dx - d1**2
assert abs(lam * d1 - omega * q1) < 1e-8
assert abs(q1) > 0.01                       # q itself is displaced
assert 0 < shift < 0.5 * lam**2 * var0
change = 0.5 * np.sum(abs(n1 - n0)) * dx
assert change > 1e-3                        # the density really changes

weak = 0.02
weak_shift = coupled(H1, X, XX, weak, 12)[0][0] - omega / 2 - eps[0]
assert abs(weak_shift / second_order_shift(H1, X, weak) - 1) < 2e-3

# ---- Inversion of the density: electron-photon xc potential ----


def invert(n):
    """Return Kohn-Sham potential (up to a constant), T_s and valid region."""
    good = n > 1e-9
    ns = np.where(good, n, 1.0)
    g1, g2 = D1 @ n, D2 @ n
    v_s = np.where(good, g2 / (4 * ns) - g1**2 / (8 * ns**2), 0.0)
    t_s = np.sum(np.where(good, g1**2 / (8 * ns), 0.0)) * dx
    return v_s, t_s, good


v_s, t_s, good = invert(n1)
v_xc = np.where(good, v_s - v_ext, 0.0)
center = np.argmin(abs(x))
v_xc = np.where(good, v_xc - v_xc[center], 0.0)
E_xc = lev[0] - omega / 2 - np.sum(n1 * v_ext) * dx - t_s
assert 0 < E_xc < 0.5 * lam**2 * var1
net_force = np.sum((D1 @ n1) * v_xc) * dx   # equals -integral of n v_xc'
mean_abs_force = np.sum(n1[good] * abs(np.gradient(v_xc[good], dx))) * dx
assert abs(net_force) < 1e-6 and mean_abs_force > 1e-3

# The inverted potential must be the functional derivative of E_xc[n]
probe = np.cos(1.3 * x)
results = []
for s in (0.01, -0.01):
    lv, cc = coupled(H1 + s * matrix(probe), X, XX, lam, 20)[:2]
    nn = density(cc)
    exc = (lv[0] - omega / 2 - np.sum(nn * (v_ext + s * probe)) * dx
           - invert(nn)[1])
    results.append((exc, nn))
dE_direct = results[0][0] - results[1][0]
dE_potential = np.sum(v_xc * (results[0][1] - results[1][1])) * dx
assert abs(dE_direct) > 1e-6
assert abs(dE_potential / dE_direct - 1) < 5e-3

# ---- Two electrons with soft Coulomb repulsion ----
M = 10
pairs = np.einsum("xa,xb->abx", phi[:, :M], phi[:, :M]).reshape(M * M, -1)
repulsion = 1 / np.sqrt(1 + (x[:, None] - x[None, :])**2)
W = pairs @ repulsion @ pairs.T * dx**2     # (ab|cd)
I = np.eye(M)
Xm, XXm, Hm = X[:M, :M], XX[:M, :M], np.diag(eps[:M])
H2 = np.kron(Hm, I) + np.kron(I, Hm)
H2 += W.reshape(M, M, M, M).transpose(0, 2, 1, 3).reshape(M * M, M * M)
d2_op = np.kron(Xm, I) + np.kron(I, Xm)
d2_sq = np.kron(XXm, I) + np.kron(I, XXm) + 2 * np.kron(Xm, Xm)
e2, u2 = eigh(H2)
bare_d2 = u2[:, 0] @ d2_op @ u2[:, 0]
var2 = u2[:, 0] @ d2_sq @ u2[:, 0] - bare_d2**2
lev2, C2, d2, q2, _ = coupled(H2, d2_op, d2_sq, lam, 12)
shift2 = lev2[0] - omega / 2 - e2[0]
assert abs(lam * d2 - omega * q2) < 1e-6
assert 0 < shift2 < 0.5 * lam**2 * var2
weak2 = coupled(H2, d2_op, d2_sq, weak, 8)[0][0] - omega / 2 - e2[0]
assert abs(weak2 / second_order_shift(H2, d2_op, weak) - 1) < 5e-3

# ---- Classical mean field: joint minimization over orbital and q ----


def classical_minimum(n_el, self_energy=True):
    def energy(z):
        c = z[:-1] / np.linalg.norm(z[:-1])
        q = z[-1]
        cc = np.outer(c, c).ravel()
        d = n_el * (c @ Xm @ c)
        e = n_el * np.sum(eps[:M] * c**2) + (n_el - 1) * (cc @ W @ cc)
        e += 0.5 * omega**2 * q**2 - omega * q * lam * d
        return e + (0.5 * (lam * d)**2 if self_energy else 0.0)
    start = np.r_[1.0, 0.3 * np.ones(M - 1) / np.arange(1, M), 2.0]
    res = minimize(energy, start, jac="3-point", method="BFGS",
                   options={"gtol": 1e-7, "maxiter": 1000})
    c = res.x[:-1] / np.linalg.norm(res.x[:-1])
    return res.fun, c, n_el * (c @ Xm @ c), res.x[-1]


mf_E, mf_c, mf_d, mf_q = classical_minimum(1)
assert abs(mf_E - eps[0]) < 1e-8 and abs(mf_d - X[0, 0]) < 1e-5
assert abs(lam * mf_d - omega * mf_q) < 1e-5
# Independent cavity-free self-consistent field for two electrons
rho = np.zeros((M, M))
rho[0, 0] = 1.0
for _ in range(200):
    fock = Hm + (W @ rho.ravel()).reshape(M, M)
    orb = eigh(fock)[1][:, 0]
    rho = 0.5 * rho + 0.5 * np.outer(orb, orb)
scf_E = 2 * np.sum(eps[:M] * orb**2) + rho.ravel() @ W @ rho.ravel()
scf_d = 2 * (orb @ Xm @ orb)
mf2_E, _, mf2_d, mf2_q = classical_minimum(2)
assert abs(mf2_E - scf_E) < 1e-7 and abs(mf2_d - scf_d) < 1e-5
assert abs(lam * mf2_d - omega * mf2_q) < 1e-5
# Without the self-energy a spurious polarization appears
no_E, _, no_d, no_q = classical_minimum(1, self_energy=False)
assert no_E < eps[0] - 1e-4 and abs(no_d - X[0, 0]) > 1e-3
assert abs(omega * no_q - lam * no_d) < 1e-5

# ---- Matter-photon product state: dipole variance is retained ----
dp = X[0, 0]
for _ in range(200):
    ep, up = eigh(H1 + 0.5 * lam**2 * XX - lam**2 * dp * X)
    dp = up[:, 0] @ X @ up[:, 0]
prod_shift = ep[0] + 0.5 * lam**2 * dp**2 - eps[0]
n_prod = (phi @ up[:, 0])**2
prod_change = 0.5 * np.sum(abs(n_prod - n0)) * dx
prod_std = np.sqrt(np.sum(n_prod * x**2) * dx - dp**2)
assert shift < prod_shift <= 0.5 * lam**2 * var0
assert prod_change > 1e-3

# ---- Static drive: a genuine uniform force field ----
j = 0.1
slope = lam * j / omega**2
lj, cj, dj, qj, _ = coupled(H1, X, XX, lam, 20, drive=j)
lf, cf, df, qf, _ = coupled(H1 + slope * X, X, XX, lam, 20)
assert abs(lam * (lam * dj - omega * qj) - slope) < 1e-7
assert np.max(abs(density(cj) - density(cf))) < 1e-7
assert abs(lj[0] - lf[0] + j**2 / (2 * omega**4)) < 1e-8

# ---- Linearized time-dependent mean field: polaritons ----


def flow(z):
    a, b, q, p = z[:M], z[M:2 * M], z[-2], z[-1]
    d = a @ Xm @ a + b @ Xm @ b
    h = Hm - eps[0] * I + lam * (lam * d - omega * q) * Xm
    return np.r_[h @ b, -h @ a, p, -omega**2 * q + omega * lam * d]


z0 = np.zeros(2 * M + 2)
z0[0], z0[-2] = 1.0, lam * X[0, 0] / omega
assert np.max(abs(flow(z0))) < 1e-10
step = 1e-5
jac = np.array([(flow(z0 + step * e) - flow(z0 - step * e)) / (2 * step)
                for e in np.eye(len(z0))]).T
freq = np.linalg.eigvals(jac).imag
polaritons = np.sort(freq[freq > 0.1])[:2]
gap = eps[1:M] - eps[0]
for w in polaritons:
    response = np.sum(2 * gap * lam**2 * X[1:M, 0]**2 / (gap**2 - w**2))
    assert abs(w**2 / (omega**2 - w**2) * response - 1) < 1e-5

# ---- Numbers for the text ----


def show(label, value, unit, digits=6):
    print(f"{label}: {value:.{digits}f} {unit}")


show("mode frequency omega", omega, "hartree", 2)
show("coupling lambda", lam, "a.u.", 2)
show("bare ground energy", eps[0], "hartree")
show("bare first excitation", eps[1] - eps[0], "hartree")
show("bare <x>", X[0, 0], "bohr")
show("bare position spread", np.sqrt(var0), "bohr")
show("coupled <x>", d1, "bohr")
show("coupled position spread", np.sqrt(var1), "bohr")
show("coupled <q>", q1, "a.u.")
show("lambda <x>", lam * d1, "a.u.")
show("omega <q>", omega * q1, "a.u.")
print(f"coupled |lambda<x>-omega<q>|: {abs(lam*d1-omega*q1):.1e} a.u.")
show("variance of omega q - lambda x", var_force, "hartree")
show("coupled energy shift without omega/2", shift, "hartree")
show("same shift", shift * EV, "eV", 4)
show("second-order shift", second_order_shift(H1, X, lam), "hartree")
show("upper bound from bare variance", 0.5 * lam**2 * var0, "hartree")
show("density moved by coupling", change, "electron")
show("xc energy E_xc^ep", E_xc, "hartree")
for point in (-2, -1, 1, 2):
    k = np.argmin(abs(x - point))
    show(f"v_xc^ep({point})-v_xc^ep(0)", v_xc[k], "hartree")
print(f"net xc force: {abs(net_force):.1e} hartree/bohr (magnitude)")
show("mean absolute xc force", mean_abs_force, "hartree/bohr")
print(f"xc energy change, direct: {dE_direct:.6e} hartree")
print(f"xc energy change, from potential: {dE_potential:.6e} hartree")
print(f"classical mean-field energy shift: {abs(mf_E-eps[0]):.1e} hartree")
show("classical mean-field <x>", mf_d, "bohr")
show("product-state energy shift", prod_shift, "hartree")
show("product-state position spread", prod_std, "bohr")
show("product-state density moved", prod_change, "electron")
show("no self-energy: energy shift", no_E - eps[0], "hartree")
show("no self-energy: <x>", no_d, "bohr")
show("drive j", j, "a.u.", 2)
show("driven mean-field slope", lam * (lam*dj - omega*qj), "hartree/bohr")
show("driven <x>", dj, "bohr")
show("two electrons: bare <d>", bare_d2, "bohr")
show("two electrons: coupled <d>", d2, "bohr")
show("two electrons: lambda <d>", lam * d2, "a.u.")
show("two electrons: omega <q>", omega * q2, "a.u.")
show("two electrons: energy shift", shift2, "hartree")
show("two electrons: variance bound", 0.5 * lam**2 * var2, "hartree")
show("lower polariton, mean field", polaritons[0], "hartree")
show("upper polariton, mean field", polaritons[1], "hartree")
show("first coupled excitation", lev[1] - lev[0], "hartree")
show("second coupled excitation", lev[2] - lev[0], "hartree")
print("verified")
```

It prints:

```
mode frequency omega: 1.00 hartree
coupling lambda: 0.30 a.u.
bare ground energy: 0.535013 hartree
bare first excitation: 1.131484 hartree
bare <x>: -0.176163 bohr
bare position spread: 0.662866 bohr
coupled <x>: -0.175246 bohr
coupled position spread: 0.660013 bohr
coupled <q>: -0.052574 a.u.
lambda <x>: -0.052574 a.u.
omega <q>: -0.052574 a.u.
coupled |lambda<x>-omega<q>|: 1.2e-16 a.u.
variance of omega q - lambda x: 0.515977 hartree
coupled energy shift without omega/2: 0.010464 hartree
same shift: 0.2847 eV
second-order shift: 0.010512 hartree
upper bound from bare variance: 0.019773 hartree
density moved by coupling: 0.002230 electron
xc energy E_xc^ep: 0.010440 hartree
v_xc^ep(-2)-v_xc^ep(0): 0.040901 hartree
v_xc^ep(-1)-v_xc^ep(0): 0.008320 hartree
v_xc^ep(1)-v_xc^ep(0): 0.017031 hartree
v_xc^ep(2)-v_xc^ep(0): 0.068049 hartree
net xc force: 2.1e-11 hartree/bohr (magnitude)
mean absolute xc force: 0.013218 hartree/bohr
xc energy change, direct: 4.707522e-05 hartree
xc energy change, from potential: 4.707730e-05 hartree
classical mean-field energy shift: 2.2e-16 hartree
classical mean-field <x>: -0.176163 bohr
product-state energy shift: 0.019474 hartree
product-state position spread: 0.652922 bohr
product-state density moved: 0.007810 electron
no self-energy: energy shift: -0.001501 hartree
no self-energy: <x>: -0.189408 bohr
drive j: 0.10 a.u.
driven mean-field slope: 0.030000 hartree/bohr
driven <x>: -0.198654 bohr
two electrons: bare <d>: -0.373684 bohr
two electrons: coupled <d>: -0.372134 bohr
two electrons: lambda <d>: -0.111640 a.u.
two electrons: omega <q>: -0.111640 a.u.
two electrons: energy shift: 0.020674 hartree
two electrons: variance bound: 0.039016 hartree
lower polariton, mean field: 0.912994 hartree
upper polariton, mean field: 1.239224 hartree
first coupled excitation: 0.912595 hartree
second coupled excitation: 1.238140 hartree
verified
```
